# Saturation velocity from one optical-phonon rate in a hot electron gas, part 1

(Sections cited here and not found follow in the second part.)

## 1. From a single collision to the carrier distribution

### A cold lattice and one carrier energy

Take a lattice at zero temperature, so that electrons can emit optical phonons but find none to absorb. Let every electron have nearly the same energy $E$, far above the phonon energy $\hbar\omega$, and let its velocity point almost equally in all directions, with a small drift velocity $v$ along the force. The force has magnitude $qF$, where $q>0$ is the magnitude of the charge and $F$ that of the field. The drift is counted positive along the force, so no sign of the charge appears below.

Each electron emits phonons at a rate $w$. Suppose that an emission leaves the electron with a random direction. Its mean momentum after the collision is then zero, and the mean momentum lost per collision is $mv$, with $m$ the effective mass. The energy lost per collision is $\hbar\omega$. In a steady state the force replaces the momentum and its power replaces the energy:

$$qF = m v\,w, \qquad qFv=\hbar\omega\,w .$$

Dividing the second equation by the first removes both the force and the rate:

$$v=\frac{\hbar\omega}{mv}\quad\Longrightarrow\quad v=\sqrt{\frac{\hbar\omega}{m}} .$$

The velocity does not depend on the field. What does depend on the field is the collision rate, which must take the value $w=qF/\sqrt{m\hbar\omega}$. A doubled field needs a doubled rate. The electrons can meet this demand if their rate rises with energy: they then heat up until they collide often enough. The rate cancels from the velocity, but its dependence on energy decides whether the steady state can exist.

### A warm lattice: the two losses differ

At lattice temperature $T$ the phonon mode has the mean occupation

$$N=\frac{1}{e^{\hbar\omega/kT}-1}.$$

The phonons are assumed to stay in equilibrium at $T$ however much energy the electrons give them. Emission is then proportional to $N+1$ and absorption to $N$. For electrons of very high energy the other factors in the two rates are nearly equal, and $w$ will denote this common factor. Emission occurs at the rate $(N+1)w$ and absorption at the rate $Nw$.

Both processes randomize the direction, so their rates add in the momentum loss. Emission removes energy and absorption returns it, so their rates subtract in the energy loss:

$$qF=mv\,(2N+1)w,\qquad qFv=\hbar\omega\,[(N+1)-N]\,w=\hbar\omega\,w .$$

Division now gives

$$v^2=\frac{\hbar\omega}{m(2N+1)} .$$

The factor $2N+1$ has a closed form:

$$2N+1=\frac{2+e^{\hbar\omega/kT}-1}{e^{\hbar\omega/kT}-1}
=\frac{e^{\hbar\omega/kT}+1}{e^{\hbar\omega/kT}-1}
=\coth\frac{\hbar\omega}{2kT},$$

where the last step multiplies numerator and denominator by $e^{-\hbar\omega/2kT}$. The single-energy estimate is therefore

$$v=\sqrt{\frac{\hbar\omega}{m}\tanh\frac{\hbar\omega}{2kT}} .$$

One microscopic rate governs both losses, yet the mean net energy loss per collision is $\hbar\omega/(2N+1)$ and not $\hbar\omega$. To use $\hbar\omega$ per collision at a finite lattice temperature would count absorption as a further loss of energy.

### Why a constant rate does not saturate the velocity

Suppose that the common factor has a fixed value $w_0$ at all energies, apart from the threshold that forbids emission for $E<\hbar\omega$. For a hot population the momentum balance alone fixes the drift,

$$v=\frac{qF}{m(2N+1)w_0},$$

which is linear in the field. The mean energy $\bar E$ then changes at the rate

$$\frac{d\bar E}{dt}=qFv-\hbar\omega w_0
=\frac{q^2F^2}{m(2N+1)w_0}-\hbar\omega w_0 .$$

The two terms are equal at one field, $qF=w_0\sqrt{m(2N+1)\hbar\omega}$. Above it a hot population heats without limit. A field below it does not by itself guarantee a finite mean energy, because the force also spreads the electrons in energy, and the spreading grows with $E$. Let $r$ be the ratio of the first term to the second. The flux balance set up below, applied to a constant rate in a three-dimensional parabolic band, reads $-(2rE/3)\,df_0/dE=f_0$ far above threshold, where $f_0$ is the isotropic part of the distribution. The tail is therefore a power law, $f_0\propto E^{-3/(2r)}$. With the density of states $\sqrt E$ it can be normalized for $r<1$, but its mean energy is finite only for $r<3/5$.

The threshold does not rescue the steady state. If a fraction $P$ of the electrons lies below $\hbar\omega$, the energy loss is

$$\hbar\omega w_0[(N+1)(1-P)-N]=\hbar\omega w_0[1-(N+1)P],$$

which is at most $\hbar\omega w_0$. The slow electrons also scatter less. If their share of the drift momentum points along the force, the drift and the power input are larger than the linear formula says, and the deficit grows.

The energy equation was tested on both sides of the critical field by a Monte Carlo simulation of the Boltzmann equation. When the power at the linear mobility was four times the greatest possible loss, the late growth was 3.01 in units of $\hbar\omega w_0$, against the predicted $4-1=3$. When it was one quarter of that loss, the population settled at a mean energy of $1.4\,\hbar\omega$ with no measurable growth.

This matters for a channel with strong confinement. A single parabolic two-dimensional subband has a constant density of states, so an isotropic phonon process within it has a constant rate above threshold. The saturation derived below must not be assigned to that case. It applies to a bulk-like band, or to a channel in which the hot carriers spread over so many subbands that their total density of states follows the bulk form.

### The rate used from here on

The band is now taken as parabolic and isotropic, with $E=mu^2/2$ for an electron of speed $u$. The letter $v$ remains reserved for the drift velocity. The electrons are non-degenerate, so final states are empty. The phonon is dispersionless and couples through a matrix element that does not depend on the momentum transferred. Two consequences follow: scattering is isotropic, and each rate is proportional to the density of final states, which varies as the square root of the final energy. Define

$$w(E)=\nu\sqrt{\frac{E}{\hbar\omega}} .$$

The constant $\nu$ is the value of $w$ at $E=\hbar\omega$. It is not the total scattering rate at that energy. An electron of energy $E$ emits at the rate $(N+1)w(E-\hbar\omega)$, which is zero below threshold, and absorbs at the rate $Nw(E+\hbar\omega)$.

The total rate, which is also the momentum relaxation rate because scattering is isotropic, is

$$\Gamma(E)=(N+1)w(E-\hbar\omega)+Nw(E+\hbar\omega).$$

For $E\gg\hbar\omega$ the expansion $\sqrt{E\mp\hbar\omega}\simeq\sqrt E\,(1\mp\hbar\omega/2E)$ gives

$$\Gamma(E)\simeq(2N+1)w(E)\left[1-\frac{\hbar\omega}{2(2N+1)E}\right].$$

The same expansion of the mean rate of energy loss gives

$$\hbar\omega[(N+1)w(E-\hbar\omega)-Nw(E+\hbar\omega)]
\simeq\hbar\omega\,w(E)\left[1-\frac{(N+\tfrac12)\hbar\omega}{E}\right].$$

The correction in $\Gamma$ is small when $E\gg\hbar\omega$ and will be dropped. The correction in the energy loss contains the factor $N+\frac12$, which is large for a hot lattice, so it will be kept. It describes how absorption returns energy to carriers that are not much hotter than the lattice.

### The part of the distribution that carries the drift

Electrons of different energy scatter at different rates, so the single-energy balance must be replaced by averages over a distribution. Let $\chi$ be the angle between an electron's velocity and the force, and write the distribution in velocity space as

$$f=f_0(E)+f_1(E)\cos\chi .$$

Higher angular terms are neglected, which requires $f_1\ll f_0$. The steady Boltzmann equation sets the change due to the force, $(qF/m)\,\partial f/\partial u_z$, equal to the gain minus the loss by scattering. Since $\partial E/\partial u_z=mu_z=mu\cos\chi$,

$$\frac{qF}{m}\frac{\partial f_0}{\partial u_z}=qFu\cos\chi\,\frac{df_0}{dE}.$$

The loss term is $-\Gamma f$. The gain term fills all directions equally and has no part proportional to $\cos\chi$. Nor does the force acting on $f_1\cos\chi$ produce such a part; it produces terms that are even in $\cos\chi$. Equating the coefficients of $\cos\chi$ gives

$$f_1=-\frac{qFu}{\Gamma}\frac{df_0}{dE}.$$

Because $f_0$ falls with energy, $f_1$ is positive: more electrons move along the force than against it.

### The balance of fluxes in energy

In a steady state the number of electrons below any chosen energy $E$ is constant. The upward flux through $E$ caused by the force must equal the downward flux caused by phonons.

The volume of velocity space between $E$ and $E+dE$ is $4\pi u^2du=G\sqrt E\,dE$, with a constant $G$ that will cancel. The force raises an electron's energy at the rate $qFu\cos\chi$. The average of $\cos^2\chi$ over directions is $1/3$, so the upward flux is

$$J_F=G\sqrt E\,\frac{qFu f_1}{3}
=-G\sqrt E\,\frac{2E\,q^2F^2}{3m\Gamma}\frac{df_0}{dE},$$

where $u^2=2E/m$ was used. With $\Gamma=(2N+1)\nu\sqrt{E/\hbar\omega}$ this becomes

$$J_F=-GE\,\frac{2q^2F^2\sqrt{\hbar\omega}}{3m(2N+1)\nu}\frac{df_0}{dE}.$$

An emission crosses $E$ downward if it starts at $E+\xi$ with $0<\xi<\hbar\omega$. The reverse absorption starts at $E+\xi-\hbar\omega$. Both carry the same product of initial and final densities of states, $\sqrt{(E+\xi)(E+\xi-\hbar\omega)}$, which is replaced by $E$. Its first correction, $\xi-\hbar\omega/2$, averages to zero over the interval. The net downward flux is

$$J_{\rm ph}=\frac{G\nu E}{\sqrt{\hbar\omega}}\int_0^{\hbar\omega}
\left[(N+1)f_0(E+\xi)-Nf_0(E+\xi-\hbar\omega)\right]d\xi .$$

When $f_0$ changes little over one phonon energy, it can be expanded to first order about $E$. The integral of $\xi$ is $(\hbar\omega)^2/2$ and that of $\xi-\hbar\omega$ is $-(\hbar\omega)^2/2$. The terms without a derivative sum to $(N+1-N)\hbar\omega f_0$, and those with one sum to $(N+1+N)(\hbar\omega)^2f_0'/2$, where the prime denotes $d/dE$. Hence

$$J_{\rm ph}=G\nu\sqrt{\hbar\omega}\,E\left[f_0+\left(N+\tfrac12\right)\hbar\omega f_0'\right].$$

### The carrier temperature

Set $J_F=J_{\rm ph}$ and divide by $G\nu\sqrt{\hbar\omega}\,E$:

$$-\frac{2q^2F^2}{3m(2N+1)\nu^2}f_0'=f_0+\left(N+\tfrac12\right)\hbar\omega f_0' .$$

The energy $E$ has cancelled because $w^2$ is proportional to $E$. The equation has constant coefficients, and its solution is a Maxwellian, $f_0\propto e^{-E/kT_e}$, with

$$kT_e=\left(N+\tfrac12\right)\hbar\omega+\frac{2q^2F^2}{3m(2N+1)\nu^2}.$$

The Maxwellian is thus a consequence of this rate, to leading order in the phonon step. It was not assumed, and electron-electron collisions were not invoked.

At zero field the formula gives $(N+\frac12)\hbar\omega$ in place of the correct $kT$. The two agree for $\hbar\omega\ll kT$, where $N+\frac12\simeq kT/\hbar\omega$. On a colder lattice the first-order expansion of $f_0$ fails at low field, but it recovers at high field once $kT_e\gg\hbar\omega$. The high-field result therefore requires hot carriers, not a hot lattice. The lattice has to be hot as well if the formula is to hold down to low fields.

## 2. The averaged balances and their use

### Symbols and results carried over

The force is $qF$, the drift velocity $v$, the effective mass $m$ and the phonon energy $\hbar\omega$. The phonon occupation at lattice temperature $T$ is $N$, with $2N+1=\coth(\hbar\omega/2kT)$. An electron of energy $E$ and speed $u$ has the microscopic rate $w=\nu\sqrt{E/\hbar\omega}$. For hot carriers the momentum relaxation rate is $\Gamma=(2N+1)w$, and the rate of energy loss is $\hbar\omega w\,[1-E_L/E]$, where

$$E_L=\left(N+\tfrac12\right)\hbar\omega .$$

The isotropic part $f_0$ of the distribution is Maxwellian, with

$$kT_e=E_L+\frac{2q^2F^2}{3m(2N+1)\nu^2},$$

and the part proportional to the cosine of the angle from the force is $f_1=-(qFu/\Gamma)\,df_0/dE=qFu f_0/(\Gamma kT_e)$.

### The momentum balance

Angle brackets denote an average over $f_0$, that is, with weight $\sqrt E\,e^{-E/kT_e}$. Two averages are needed. With $y=E/kT_e$ and $\int_0^\infty\sqrt y\,e^{-y}dy=\sqrt\pi/2$,

$$\langle\sqrt E\rangle=\sqrt{kT_e}\,\frac{\int_0^\infty y\,e^{-y}dy}{\sqrt\pi/2}
=2\sqrt{\frac{kT_e}{\pi}},\qquad
\langle E^{-1/2}\rangle=\frac{1}{\sqrt{kT_e}}\,\frac{\int_0^\infty e^{-y}dy}{\sqrt\pi/2}
=\frac{2}{\sqrt{\pi kT_e}} .$$

The drift velocity is the mean of $u\cos\chi$. The angular average supplies a factor $1/3$, and $u^2=2E/m$:

$$v=\left\langle\frac{u}{3}\frac{f_1}{f_0}\right\rangle
=\frac{2qF}{3m\,kT_e}\left\langle\frac{E}{\Gamma}\right\rangle
=\frac{2qF\sqrt{\hbar\omega}}{3m(2N+1)\nu\,kT_e}\langle\sqrt E\rangle .$$

Insert $\langle\sqrt E\rangle$ and solve for the force:

$$qF=\frac{3\sqrt\pi}{4}\,(2N+1)\,\nu\sqrt{\frac{kT_e}{\hbar\omega}}\;mv .$$

This is the momentum balance $qF=mv/\tau_p$, and the factor multiplying $mv$ is the averaged rate $1/\tau_p$.

For a scattering rate that grows as $\sqrt E$, the hot carriers have a Maxwellian distribution with a field-dependent temperature $T_e$, and averaging over it has given the momentum balance. The energy balance remains to be averaged in the same way, and combining the two will give the saturation velocity.
